# Why Volume Chemistry Breaks the Boltzmann Law for Negative Ions: test program

```python
"""Negative ions in a steady electronegative slab: is their density Boltzmann?

Result under test: attachment and recombination drive an inward flux G, so
  ln[n(x)/n(0)] - Phi(x)/T = - integral_0^x G/(D n) dx'   (not zero).
n: negative-ion density, Phi: potential, T: ion temperature in volts,
D: ion diffusivity, G: negative-ion flux (positive outward).
Scaled variables: s=x/L, N=n_e/n_e(0), A=n/n_e(0), J=electron flux and
F=negative-ion flux in units D*n_e(0)/L. gamma=T_e/T. Lengths are in cm.
Both ion species have equal mobility and temperature; electrons are Boltzmann.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.interpolate import CubicHermiteSpline
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Rough typical inputs for a silane deposition discharge
pressure_torr = 0.2
gas_temperature = 400.0          # K
electron_temperature = 2.5      # eV
half_gap = 1.5                  # cm
central_ne = 3.0e9              # cm^-3
mobility = 5000.0               # cm^2/(V s), both ion species
attachment_coefficient = 1e-12  # cm^3/s
recombination = 1e-7            # cm^3/s
ion_mass_u = 31.0               # SiH3 ions
gas_mass_u = 32.0               # SiH4
electron_collision = 1e-7       # cm^3/s, momentum transfer
detachment_frequency = 100.0    # 1/s, used only to size its effect

gas_density = (pressure_torr * const.torr
               / (const.k * gas_temperature) * 1e-6)
ion_temperature = const.k * gas_temperature / const.e
diffusivity = mobility * ion_temperature
gamma = electron_temperature / ion_temperature
diffusion_rate = diffusivity / half_gap**2
attachment_rate = attachment_coefficient * gas_density
a = attachment_rate / diffusion_rate
r = recombination * central_ne / diffusion_rate
ion_mass = ion_mass_u * const.atomic_mass
bohm_speed = 100 * np.sqrt(const.e * electron_temperature / ion_mass)
thermal_speed = 100 * np.sqrt(8 * const.k * gas_temperature
                             / (np.pi * ion_mass))
local_alpha = (-1 + np.sqrt(1 + 4 * a / r)) / 2


def rates(N, A, J, F, net):
    slope = J / (gamma * (2 * A + N) + N)
    return (-N * slope, -gamma * A * slope - F,
            net * N, a * N - r * A * (A + N))


def shoot(alpha0, net, edge_speed):
    """RK4 from centre until electron flux equals edge_speed*(A+N)."""
    s, N, A, J, F = 0.0, 1.0, alpha0, 0.0, 0.0
    path = [(s, N, A, J, F)]
    cap = 1 / 300
    while cap > 1e-9:
        W = gamma * (2 * A + N) + N
        h = min(cap, 0.1 * W / (gamma * J + 1e-30))
        k1 = rates(N, A, J, F, net)
        q = h / 2
        k2 = rates(N + q*k1[0], A + q*k1[1], J + q*k1[2], F + q*k1[3], net)
        k3 = rates(N + q*k2[0], A + q*k2[1], J + q*k2[2], F + q*k2[3], net)
        k4 = rates(N + h*k3[0], A + h*k3[1], J + h*k3[2], F + h*k3[3], net)
        w = h / 6
        N1 = N + w * (k1[0] + 2*k2[0] + 2*k3[0] + k4[0])
        A1 = A + w * (k1[1] + 2*k2[1] + 2*k3[1] + k4[1])
        J1 = J + w * (k1[2] + 2*k2[2] + 2*k3[2] + k4[2])
        F1 = F + w * (k1[3] + 2*k2[3] + 2*k3[3] + k4[3])
        if A1 <= 0:
            return 1.0, path
        if N1 <= 0 or J1 > edge_speed * (A1 + N1):
            cap = h / 2
            continue
        s, N, A, J, F = s + h, N1, A1, J1, F1
        path.append((s, N, A, J, F))
        if A > 4 * alpha0 or s > 4:
            return -1.0, path
    return F, path


def profile(net, edge_speed):
    """Choose central negative-ion density so that edge flux vanishes."""
    low, high = local_alpha, 8 * local_alpha
    for _ in range(48):
        middle = (low + high) / 2
        edge_flux, path = shoot(middle, net, edge_speed)
        if edge_flux > 0:
            low = middle
        else:
            high = middle
    return edge_flux, path


def solve_gap(speed):
    scaled_speed = speed * half_gap / diffusivity
    net = brentq(lambda p: profile(p, scaled_speed)[1][-1][0] - 1,
                 70, 500, xtol=1e-5)
    edge_flux, path = profile(net, scaled_speed)
    assert abs(edge_flux) < 1e-5 and abs(path[-1][0] - 1) < 1e-6
    return net, np.array(path)


def splines(path, net):
    s, N, A, J, F = path.T
    dN, dA, dJ, dF = rates(N, A, J, F, net)
    return (CubicHermiteSpline(s, np.log(N), dN / N),
            CubicHermiteSpline(s, A, dA), CubicHermiteSpline(s, F, dF))


def integral(values, grid):
    return cumulative_trapezoid(values, grid, initial=0)


net, path = solve_gap(bohm_speed)
log_ne, negative, flux = splines(path, net)
s = np.linspace(0, path[-1, 0], 6001)
h = s[1] - s[0]
logN, A, F = log_ne(s), negative(s), flux(s)
N = np.exp(logN)
P = N + A
field = -electron_temperature * log_ne(s, 1) / half_gap  # V/cm
inside = (s > 0.01) & (s < 0.9)

# Positive-ion flux from its definition against integrated production
positive_flux = -np.gradient(P, s) - gamma * P * np.gradient(logN, s)
positive_source = integral((net + a) * N - r * A * P, s)
assert np.max(np.abs(positive_flux - positive_source)[inside]) \
    < 1e-3 * np.max(np.abs(positive_source))


def frozen(scale, shape=1.0, detach=0.0):
    """Finite-volume negative-ion balance in the fixed potential and n_+."""
    u = gamma * np.diff(logN)
    forward = u / np.expm1(u)
    backward = -u / np.expm1(-u)
    cell = np.full(s.size, h)
    cell[[0, -1]] = h / 2
    bands = np.zeros((3, s.size))
    bands[0, 1:] = -forward / h
    bands[2, :-1] = -backward / h
    bands[1, :-1] += backward / h
    bands[1, 1:] += forward / h
    bands[1] += scale * (r * P + detach) * cell
    return solve_banded((1, 1), bands, scale * a * N * shape * cell)


def departure(density):
    return np.log(density / density[0]) - gamma * logN


# Independent finite-volume solution and the departure integral
volume_solution = frozen(1.0)
core = s < 0.95
volume_error = np.max(np.abs(volume_solution / A - 1)[core])
assert volume_error < 3e-3
volume_flux = integral(a * N - r * P * volume_solution, s)
predicted = -integral(volume_flux / volume_solution, s)
measured = departure(volume_solution)
integral_error = np.max(np.abs(predicted - measured)[inside])
assert integral_error < 1e-2 * np.max(np.abs(measured[inside]))
assert np.all(F[(s > 0) & (s < 0.999)] < 0)
assert np.all(np.diff(departure(A)[core]) > 0)

# Loss per electron for Boltzmann ions: symbolic derivative
eta, g, n0, e0, k, nu = sp.symbols('eta g n0 e0 k nu', positive=True)
n_sym, e_sym = n0 * sp.exp(g * eta), e0 * sp.exp(eta)
loss = (k * n_sym * (n_sym + e_sym) + nu * n_sym) / e_sym
ratio = n_sym / e_sym
claimed = k*n_sym*(g + (2*g - 1)*ratio) + nu*(g - 1)*ratio
assert sp.simplify(sp.expand(sp.diff(loss, eta) - claimed)) == 0


def boltzmann_demand(log_electron, temperature_ratio):
    """Flux demanded by globally balanced Boltzmann ions."""
    electron = np.exp(log_electron)
    factor = np.exp(temperature_ratio * log_electron)

    def source(c):
        return a * electron - r * c * factor * (electron + c * factor)
    c = brentq(lambda z: integral(source(z), s)[-1], 1e-6, 1e4)
    values = source(c)
    demanded = integral(values, s)
    assert np.count_nonzero(np.diff(np.sign(values))) == 1
    assert np.all(demanded[1:-1] < 0)
    return c, demanded


for test_ratio in (1.0, 5.0, 30.0):
    boltzmann_demand(-2 * s**2, test_ratio)
trial_centre, trial_flux = boltzmann_demand(logN, gamma)

# Weak-chemistry law in the frozen potential
factor = np.exp(gamma * logN)
amplitude = integral(a * N, s)[-1] / integral(r * P * factor, s)[-1]
first_flux = integral(a * N - r * P * amplitude * factor, s)
test_index = int(np.argmin(np.abs(s * half_gap - 0.3)))
first_order = -integral((first_flux / (amplitude * factor))[:test_index + 1],
                        s[:test_index + 1])[-1]
weak = departure(frozen(1e-4))
weak_coefficient = weak[test_index] / 1e-4
assert abs(weak_coefficient / first_order - 1) < 0.02
assert weak[int(0.9 * (s.size - 1))] > 1

# Sizes of neglected effects
electron_diffusivity = (const.e * electron_temperature / const.m_e
                        / (electron_collision * gas_density) * 1e4)
J = integral(net * N, s)
electron_drag = integral(J / N, s) * diffusivity / electron_diffusivity
drift = mobility * field
heating = (gas_mass_u * const.atomic_mass * (drift / 100)**2
           / (3 * const.k))
charge = (const.epsilon_0 / const.e * np.gradient(field, s * half_gap)
          * 1e4 * 1e-6 / (P * central_ne))
thermal_position = np.interp(thermal_speed, drift, s * half_gap)
slow_net, slow_path = solve_gap(thermal_speed)
slow_log, slow_negative, _ = splines(slow_path, slow_net)


def at(values, x):
    return float(np.interp(x / half_gap, s, values))


x_ref = 0.6
base = at(departure(A), x_ref)
slow_departure = (np.log(slow_negative(x_ref / half_gap)
                        / slow_negative(0)) - gamma
                  * slow_log(x_ref / half_gap))
uneven = at(departure(frozen(1.0, shape=1 - 0.5 * s**2)), x_ref)
detached = at(departure(frozen(
    1.0, detach=detachment_frequency / diffusion_rate)), x_ref)
flux_unit = diffusivity * central_ne / half_gap

print(f"pressure {pressure_torr:.2f} Torr; gas {gas_temperature:.0f} K")
print(f"half-gap {half_gap:.2f} cm; T_e {electron_temperature:.2f} eV")
print(f"central n_e {central_ne:.2e} cm^-3")
print(f"gas density {gas_density:.3e} cm^-3")
print(f"ion mobility {mobility:.0f} cm^2/(V s)")
print(f"ion diffusivity {diffusivity:.1f} cm^2/s")
print(f"ion temperature {ion_temperature:.5f} eV; gamma {gamma:.2f}")
print(f"attachment coefficient {attachment_coefficient:.1e} cm^3/s")
print(f"recombination coefficient {recombination:.1e} cm^3/s")
print(f"attachment frequency {attachment_rate:.1f} 1/s")
print(f"diffusion frequency D/L^2 {diffusion_rate:.2f} 1/s")
print(f"central recombination frequency {r*P[0]*diffusion_rate:.1f} 1/s")
print(f"ionisation frequency {(net+a)*diffusion_rate:.1f} 1/s")
print(f"central n_- {A[0]*central_ne:.3e} cm^-3; alpha {A[0]:.3f}")
print(f"local-balance alpha at centre {local_alpha:.3f}")
print(f"central production {attachment_rate*central_ne:.3e} cm^-3/s")
print(f"central loss {recombination*A[0]*P[0]*central_ne**2:.3e} cm^-3/s")
print("x cm | n_e | actual n_- | Boltzmann n_- (all cm^-3)")
for x in (0.3, 0.6, 0.9, 1.2):
    print(f"{x:.1f} | {at(N,x)*central_ne:.3e} | "
          f"{at(A,x)*central_ne:.3e} | "
          f"{A[0]*central_ne*np.exp(gamma*at(logN,x)):.3e}")
print("x cm | flux cm^-2/s | friction share | departure ln")
for x in (0.3, 0.6, 0.9, 1.2):
    share = -at(F, x) * diffusivity / half_gap / (
        mobility * at(A, x) * at(field, x))
    print(f"{x:.1f} | {at(F,x)*flux_unit:.3e} | {share:.4f} | "
          f"{at(departure(A),x):.4f}")
print("x cm | field V/cm | ion heating K | charge/n_+")
for x in (0.3, 0.6, 0.9, 1.2):
    print(f"{x:.1f} | {at(field,x):.4f} | {at(heating,x):.3f} | "
          f"{at(charge,x):.2e}")
print(f"peak actual inward flux {-F.min()*flux_unit:.3e} cm^-2/s")
print(f"balanced Boltzmann trial: alpha(0) {trial_centre:.3f}")
print(f"trial's peak demanded inward flux {-trial_flux.min()*flux_unit:.3e}"
      " cm^-2/s")
print("frozen-field chemistry scale | departure ln at 0.3 | at 1.2 cm")
for scale in (1e-4, 0.01, 0.1, 1.0, 10.0):
    result = departure(frozen(scale))
    print(f"{scale:.4f} | {at(result,0.3):.6f} | {at(result,1.2):.4f}")
print(f"weak law coefficient: solved {weak_coefficient:.5f}, "
      f"formula {first_order:.5f}")
print(f"finite-volume max relative difference {volume_error:.2e}")
print(f"electron drag shift ln(n_e) at 1.2 cm {at(electron_drag,1.2):.2e}")
print(f"drift equals ion thermal speed at {thermal_position:.3f} cm")
print(f"departure ln at 0.6 cm: base {base:.4f}")
print(f"  edge at thermal speed {slow_departure:.4f}")
print(f"  attachment frequency halved towards edge {uneven:.4f}")
print(f"  detachment {detachment_frequency:.0f} 1/s added {detached:.4f}")
print("all tests passed")
```

Printed output:

```
pressure 0.20 Torr; gas 400 K
half-gap 1.50 cm; T_e 2.50 eV
central n_e 3.00e+09 cm^-3
gas density 4.828e+15 cm^-3
ion mobility 5000 cm^2/(V s)
ion diffusivity 172.3 cm^2/s
ion temperature 0.03447 eV; gamma 72.53
attachment coefficient 1.0e-12 cm^3/s
recombination coefficient 1.0e-07 cm^3/s
attachment frequency 4828.2 1/s
diffusion frequency D/L^2 76.60 1/s
central recombination frequency 1977.2 1/s
ionisation frequency 21550.2 1/s
central n_- 1.677e+10 cm^-3; alpha 5.591
local-balance alpha at centre 3.543
central production 1.448e+13 cm^-3/s
central loss 3.316e+13 cm^-3/s
x cm | n_e | actual n_- | Boltzmann n_- (all cm^-3)
0.3 | 2.985e+09 | 1.548e+10 | 1.158e+10
0.6 | 2.928e+09 | 9.560e+09 | 2.881e+09
0.9 | 2.587e+09 | 3.733e+08 | 3.640e+05
1.2 | 1.546e+09 | 4.106e+07 | 2.181e-11
x cm | flux cm^-2/s | friction share | departure ln
0.3 | -5.170e+12 | 0.7554 | 0.2904
0.6 | -7.280e+12 | 0.5629 | 1.1993
0.9 | -4.324e+12 | 0.8864 | 6.9330
1.2 | -1.293e+12 | 0.9518 | 42.0791
x cm | field V/cm | ion heating K | charge/n_+
0.3 | 0.0884 | 0.025 | 1.03e-05
0.6 | 0.2706 | 0.235 | 5.53e-05
0.9 | 2.6137 | 21.910 | 1.81e-03
1.2 | 6.6179 | 140.468 | 7.95e-03
peak actual inward flux 7.314e+12 cm^-2/s
balanced Boltzmann trial: alpha(0) 7.278
trial's peak demanded inward flux 9.564e+12 cm^-2/s
frozen-field chemistry scale | departure ln at 0.3 | at 1.2 cm
0.0001 | 0.000038 | 32.5554
0.0100 | 0.003805 | 37.1643
0.1000 | 0.037050 | 39.5003
1.0000 | 0.290429 | 42.0791
10.0000 | 0.617187 | 45.0932
weak law coefficient: solved 0.38165, formula 0.38166
finite-volume max relative difference 8.16e-05
electron drag shift ln(n_e) at 1.2 cm 1.57e-03
drift equals ion thermal speed at 1.315 cm
departure ln at 0.6 cm: base 1.1993
  edge at thermal speed 1.0416
  attachment frequency halved towards edge 1.1191
  detachment 100 1/s added 1.2330
all tests passed
```
